# Fermi wavevector times mean free path in a silicon delta layer

## Definitions and conventions

A delta layer is a sheet of donors a few atomic planes thick inside a crystal. Its electrons are bound to the sheet and move freely along it. The question is how strongly disorder scatters them when the sheet resistance $R$, the resistance of a square of any size, is 1000 ohm.

The measure of disorder is $k_Fl$. Here $k_F$ is the Fermi wavevector, counted from the centre of a valley, and $l=v_F\tau$ is the mean free path, with $v_F$ the Fermi velocity and $\tau$ the scattering time. A free path of length $l$ leaves the wavevector uncertain by about $1/l$. If $k_Fl\gg1$ this uncertainty is small compared with $k_F$, and disorder is called weak.

The two-valley model assumes:

- $g_s=2$ spins and $g_v=2$ equal valleys, so $g=g_sg_v=4$;
- a circular Fermi line with mass $m$ in each valley;
- scattering that sends an electron into all directions equally;
- a temperature far below the Fermi energy;
- a measured resistance that is the classical one, without interference.

The algebra is in atomic units, $\hbar=m_e=e=1$. The unit of resistance is then $\hbar/e^2=4108.2$ ohm, and $h/e^2=2\pi$, which is 25812.8 ohm.

## Back-of-envelope argument

Take a square of side $l$ and suppose that electrons cross it without scattering. Periodic boundary conditions across the width $l$ space the transverse wavevectors by $2\pi/l$. Between $-k_F$ and $k_F$ there are $2k_F/(2\pi/l)=k_Fl/\pi$ of them for each spin and valley.

Each such mode carries a current fixed by the voltage $V$ alone. States along the direction of motion have density $dk/2\pi$ and velocity $v=dE/dk$, so the current from an energy window of width $V$ is $\int v\,dk/2\pi=V/2\pi$. The conductance per mode is $1/2\pi$, or $e^2/h$.

Setting the conductance of the square equal to $1/R$ gives

$$\frac1R\approx g\,\frac{e^2}{h}\,\frac{k_Fl}{\pi},\qquad k_Fl\approx\frac{\pi}{4}\times25.8\approx20 .$$

The answer is of order ten, and neither density nor mass enters. The numerical factor is not reliable, because a square of side $l$ is neither free of scattering nor large enough to obey Ohm's law.

## Controlled derivation

**Counting states.** In a periodic box of side $L$ each allowed wavevector occupies an area $(2\pi/L)^2$. The Fermi disc has area $\pi k_F^2$, so the density per unit area is

$$n=\frac{g}{L^2}\,\frac{\pi k_F^2}{(2\pi/L)^2}=\frac{g\,k_F^2}{4\pi}.$$

With $E=k^2/2m$ this is $n=gmE_F/2\pi$, where $E_F$ is measured from the valley bottom. The density of states is its derivative,

$$N=\frac{dn}{dE_F}=\frac{gm}{2\pi}.$$

**Diffusion.** For a constant scattering rate, free paths $s$ have the distribution $e^{-s/l}/l$, with mean $l$ and mean square

$$\langle s^2\rangle=\int_0^\infty s^2\,\frac{e^{-s/l}}{l}\,ds=2l^2 .$$

Successive directions are independent, so the cross terms in the squared displacement average to zero. After $M$ flights $\langle r^2\rangle=2Ml^2$, and the elapsed time is $t=Ml/v_F$ on average. Therefore $\langle r^2\rangle=2v_Fl\,t$.

The diffusion equation $\partial_t\rho=D\nabla^2\rho$ for a normalized density $\rho$ gives, after two integrations by parts,

$$\frac{d\langle r^2\rangle}{dt}=D\int\rho\,\nabla^2r^2\,d^2r=4D .$$

Comparison of the two results gives $D=v_Fl/2$.

**From diffusion to conductivity.** Let a static potential energy $U(\mathbf r)$ vary slowly along the layer. In equilibrium the local density follows $\nabla n=-N\nabla U$, because the local filling energy is the common chemical potential minus $U$. The diffusive particle flux is $-D\nabla n=DN\nabla U$. The force $-\nabla U$ drives a flux $-\sigma\nabla U$, where $\sigma$ is the conductivity. The two must cancel, so $\sigma=ND$. Inserting $N$ and $D$, and using $mv_F=k_F$,

$$\sigma=\frac{gm}{2\pi}\,\frac{v_Fl}{2}=\frac{g\,k_Fl}{4\pi}.$$

**Inversion.** With $R=1/\sigma$,

$$k_Fl=\frac{4\pi}{gR}\ \text{(atomic units)}\;=\;\frac{h/e^2}{g_v\,R},$$

where the last form uses $g=2g_v$ and $2\pi=h/e^2$.

For 1000 ohm, $R=1000/4108.2=0.2434$ atomic units, and $k_Fl=\pi/0.2434=12.9$. The value 1 would be reached at $R=h/2e^2$, about 12.9 kilohm. At that resistance the classical derivation has lost its footing, so this marks a scale and not a sharp transition.

A test put these pieces together numerically. It followed 20000 walkers through 150 random flights each, with the mean free path found below, and took the density of states from a count in a periodic box of side 200 nm. The relation $\sigma=ND$ then returned 999 ohm.

**Comparison with the rough argument.** The derived value is $2/\pi$ times the rough one. The reason can be read from the two conductances. A sheet of width $W$ and length $L$ has the Ohmic conductance $\sigma W/L$, while its modes can carry at most $g\,k_FW/2\pi^2$. These are equal at

$$L=\frac{2\pi^2\sigma}{g\,k_F}=\frac{\pi l}{2}.$$

Ohm's law therefore cannot hold down to $L=l$, which is where the rough argument applied it.

## Worked example

Take a density of $10^{14}$ cm$^{-2}$, which is one electron per nm$^2$, and the transverse silicon mass $m=0.19$. With $g=4$,

$$k_F=\sqrt{\pi n}=1.77\ \text{nm}^{-1},\qquad l=\frac{12.91}{1.772}=7.3\ \text{nm},$$

or 73 angstrom. For a parabolic band the Fermi energy $k_F^2/2m$ is 0.63 eV, the scattering time is 6.7 fs and the mobility $1/(enR)$ is 62 cm$^2$/Vs. These depend on the density or the mass; $k_Fl$ does not.

## Is the classical picture consistent?

**Broadened levels.** Scattering gives each level a half-width $\gamma=1/2\tau$. To see whether this spoils the result, compute $\sigma$ from the absorption of a weak field $F\cos\omega t$. It couples to the velocity $v_x$ with amplitude $F/\omega$, and half of that amplitude drives absorption. The golden rule gives, for each pair of an initial and a final state, the rate $2\pi(F/2\omega)^2|v_{fi}|^2\delta(E_f-E_i-\omega)$. Each event absorbs energy $\omega$, and the initial states lie in a window of width $\omega$ below $E_F$. All powers of $\omega$ cancel as $\omega\to0$. Equating the power per area to $\sigma F^2/2$ leaves

$$\sigma=\frac{\pi}{L^2}\,\mathrm{Tr}\left[v_x\,\delta(E_F-H)\,v_x\,\delta(E_F-H)\right].$$

Now replace each delta function by its disorder average, a Lorentzian of half-width $\gamma$ at each wavevector. This averages the two factors separately. It leaves out interference, and it leaves out the memory of direction after a collision, which is absent for isotropic scattering. The average of $v_x^2$ over directions is $\varepsilon/m$, and $d^2k/(2\pi)^2$ becomes $m\,d\varepsilon/2\pi$, so

$$\sigma=\frac{g}{2\pi^2}\int_0^\infty\frac{\varepsilon\,\gamma^2\,d\varepsilon}{[(E_F-\varepsilon)^2+\gamma^2]^2}.$$

Set $x=E_F/\gamma=2E_F\tau$. Since $2E_F=k_Fv_F$, this is $x=k_Fl$. With $u=(\varepsilon-E_F)/\gamma$ the integral becomes

$$\int_{-x}^{\infty}\frac{x+u}{(u^2+1)^2}\,du=\frac12\left[x\left(\frac\pi2+\arctan x\right)+1\right].$$

This follows from the antiderivatives $\frac12[u/(u^2+1)+\arctan u]$ for $1/(u^2+1)^2$ and $-1/[2(u^2+1)]$ for $u/(u^2+1)^2$. The fractions left at the lower limit add up to $(x^2+1)/[2(x^2+1)]=\frac12$.

The classical value corresponds to $\pi x/2$. At fixed $E_F$ and $\tau$ the ratio is therefore

$$\frac{\sigma}{\sigma_{\rm classical}}=\frac1\pi\left[\frac\pi2+\arctan x+\frac1x\right]\simeq1+\frac{1}{3\pi x^3}.$$

The terms in $1/x$ cancel because $\arctan x=\pi/2-1/x+1/3x^3-\dots$ at large $x$. For $x=12.9$ the relative correction is $5\times10^{-5}$, which is negligible. This smallness belongs to $\sigma$ at fixed $E_F$ and $\tau$: the same broadening lowers the density of states at $E_F$ by the fraction $1/\pi x$, about 2.5 percent.

**Interference.** A path that returns to its starting point can be run in either sense. Without a magnetic field or spin-dependent scattering the two amplitudes are equal and add, which favours return and lowers the conductivity. An estimate of the size follows from treating the path as a tube of width about $1/k_F$. In time $dt$ it sweeps an area $v_Fdt/k_F$, and the density of return after diffusion for a time $t$ is $1/4\pi Dt$. Return matters between $\tau$ and the time $\tau_\phi$ at which phase memory is lost:

$$\frac{|\delta\sigma|}{\sigma}\sim\int_\tau^{\tau_\phi}\frac{v_F}{k_F}\,\frac{dt}{4\pi Dt}=\frac{1}{2\pi k_Fl}\ln\frac{\tau_\phi}{\tau},$$

where $D=v_Fl/2$ was used. The width of the tube is a choice, so the prefactor is good to order of magnitude.

With the coherence length defined by $L_\phi^2=D\tau_\phi$, and $D=l^2/2\tau$, the ratio of times is $2L_\phi^2/l^2$. A rough value for a few kelvin is $L_\phi=100$ nm, which gives a ratio of 377 and a loss of about 7 percent. Reading $R$ as a classical resistance is therefore an approximation, with an error of roughly ten percent.

The logarithm also shows what weak disorder does not mean. The estimated loss reaches the whole conductivity when $L_\phi=(l/\sqrt2)\,e^{\pi k_Fl}$. The uncertain prefactor sits in the exponent, so this length is very rough. For $k_Fl\approx13$ it exceeds any sample with the tube width used here. A tube twice as wide, which corresponds to the standard perturbation result for uncoupled valleys, gives about 3 m and doubles the loss above to about 15 percent; one three times as wide gives about 4 mm. For $k_Fl$ near 1 the length is only some tens of mean free paths or fewer.

**Temperature.** The ratio $k_BT/E_F$ is 0.0006 at 4.2 K and 0.04 at 300 K, for the two-valley Fermi energy. At room temperature one must use the resistance measured there, and $l$ then includes scattering by lattice vibrations.

**Valley splitting.** If the two valley bottoms differ by $\Delta$, their fillings are $E_F\pm\Delta/2$. At a common $\tau$, $k_Fl=2E\tau$ gives

$$k_Fl\left(1\pm\frac{\Delta}{2E_F}\right).$$

The sum, and hence $R$, is unchanged. With the two-valley Fermi energy, a rough splitting of 0.02 eV spreads the values to 12.7 and 13.1. The relative spread is larger when the filling is smaller.

## When the other valleys fill

Silicon has six conduction valleys, one along each direction of the cubic axes. For a layer normal to one axis, two valleys have the heavy mass $m_l=0.92$ across the layer and the light mass $m_t=0.19$ in both directions along it. The heavy mass lowers their confinement energy, so they supply the deepest subband. The other four have $m_t$ across the layer and an elliptical Fermi line with masses $m_l$ and $m_t$ along it. The two-valley model requires them to be empty.

**The general sum.** A valley with masses $m_x,m_y$ is treated with the Boltzmann equation. In a steady state the force $F$ along $x$ changes the occupation by $\delta f=\tau Fv_x\,\delta(E-E_F)$, so with two spins

$$\sigma_{xx}=2\tau\int\frac{d^2k}{(2\pi)^2}\,v_x^2\,\delta(E-E_F).$$

Put $k_x=\sqrt{2m_x\varepsilon}\cos\theta$ and $k_y=\sqrt{2m_y\varepsilon}\sin\theta$. Then $d^2k=\sqrt{m_xm_y}\,d\varepsilon\,d\theta$ and $v_x^2=2\varepsilon\cos^2\theta/m_x$. The angular integral of $\cos^2\theta$ is $\pi$, and for a filling energy $E_i$

$$\sigma_{xx}=\frac{1}{2\pi}\,\frac{\sqrt{m_xm_y}}{m_x}\,2E_i\tau .$$

Two of the four valleys have their long axis along $x$ and two along $y$. The average over both is $w\,(2E_i\tau)/2\pi$, with

$$w=\frac{\sqrt{m_lm_t}}{2}\left(\frac1{m_l}+\frac1{m_t}\right)=1.327 .$$

For a circular line $w=1$ and $2E_i\tau=k_Fl$, which recovers the earlier result. Adding all occupied subbands with a common $\tau$,

$$\sum_i g_{v,i}\,w_i\,(2E_i\tau)=\frac{h/e^2}{R}=25.8 .$$

The resistance fixes this sum and nothing more. Every term is positive, so the deepest pair obeys $k_Fl\le12.9$, with equality if it carries all the current. As a simple second case, six equal circular valleys would each have $25.8/6=4.3$.

**Fillings.** A Hartree calculation supplies the $E_i$ at zero temperature. The wavefunctions across the layer obey

$$-\frac{1}{2m_\perp}\psi''+V\psi=\varepsilon\psi,\qquad V''=\frac{4\pi}{\kappa}\left[N_d(z)-n(z)\right],$$

where $m_\perp$ is the mass across the layer and $\kappa=11.7$ the permittivity. The donor profile $N_d$ is a Gaussian with standard deviation 0.3 nm, and $n(z)$ is the electron density. Each occupied subband holds $g_v\sqrt{m_xm_y}\,E_i/\pi$ electrons per unit area, and the two equations are iterated until $V$ reproduces itself. Exchange, correlation, valley splitting and disorder are left out. At the same density as before the result is:

| Subband | $E_i$ (eV) | Electrons | $2E_i\tau$ |
|---|---|---|---|
| two-valley, first | 0.180 | 28.5% | 5.1 |
| two-valley, second | 0.016 | 2.5% | 0.44 |
| four-valley, first | 0.099 | 69.0% | 2.8 |

The last column follows from the sum rule at the same $R$. The weighted fillings add up to

$$2(0.180)+2(0.016)+4(1.327)(0.099)=0.917\ \text{eV},$$

so $2\tau=25.8/0.917=28.1$ eV$^{-1}$, which is $\tau=9.3$ fs. Multiplication by 0.180 eV gives 5.1 for the deepest subband.

Most electrons sit in the four-valley set, although its bottom lies higher. The density of states explains this: it is larger than that of the pair by $4\sqrt{m_lm_t}/2m_t=4.4$. Multiplied by the ratio of fillings, $0.099/0.180$, this gives 2.4, the ratio of 69.0 to 28.5 percent. The share is unchanged to the printed digits when the grid step is reduced from 0.10 to 0.07 nm and the half-width of the box raised from 12 to 14 nm.

**What remains of weak disorder.** At fixed density and resistance, the deepest subband has 0.39 times the two-valley value of $k_Fl$, and its mean free path is 5.4 nm instead of 7.3 nm. Disorder there is still moderately weak. For the four-valley set, 2.8 is above 1 but not far above. For the second two-valley subband, 0.44 means that the filling is less than half the level half-width $\gamma$. With the common $\tau$ it is not a well-defined Fermi system, and its number only signals that the semiclassical description has failed. Its share of the conductance is then $2(0.44)/25.8$, about 3 percent, or about 5 percent with broadened levels, so the failure hardly affects the sum. This conclusion rests on the common $\tau$. The state has a node on the donor plane, and golden-rule rates for point scatterers spread like the donors give it $2E\tau\approx2$ and about 15 percent of the conductance.

## The model beside a real layer

Dense donor layers in silicon can have, roughly, electron densities around $10^{14}$ cm$^{-2}$ and sheet resistances around a kilohm. The example lies in that regime. Its two-valley Fermi energy of 0.63 eV does not suit such a layer: in the Hartree model at this density the bottom of the four-valley set lies only $0.180-0.099=0.081$ eV above that of the deepest pair, so a filling of 0.63 eV with the four valleys empty is impossible there. The restriction to two valleys thus breaks down, and in this model lifting it moves $k_Fl$ of the deepest subband from 13 to about 5. That value depends on the assumptions. A donor profile with standard deviation 0.15 nm or 1.0 nm gives 5.4 or 3.7, a local exchange potential gives about 5.3, and unequal scattering times from point scatterers spread like the donors give about 3.3. The effect of disorder on the subbands themselves is not computed here. Charged donors can also favour scattering through small angles. The $l$ found from $R$ is then the transport mean free path, and the levels are broader than $1/2\tau$ suggests. At room temperature $k_BT$, about 0.026 eV, exceeds the smallest filling, so the table applies to low temperature.

The estimate $k_Fl\approx13$, with its verdict of weak disorder, therefore holds for a layer whose current is carried by two equal valleys. With all six valleys available it is an upper limit for the deepest pair, as long as $R$ is read as the classical resistance, and in the dense layer treated here the disorder is moderate. Lower doping does not restore the two-valley case in this model: at $10^{13}$ cm$^{-2}$ the four valleys still hold about 57 percent of the electrons. The values of the main calculation are in the numerical output.

## Computed results

```
sheet resistance: 1000 ohm
sheet density: 1.0e+14 cm^-2
masses m_t, m_l: 0.19, 0.92 electron masses
relative permittivity: 11.7
h/e^2: 25812.8 ohm
atomic unit of resistance: 4108.2 ohm
R in atomic units: 0.2434
kF*l, two valleys: 12.91
R at which kF*l = 1: 12906 ohm
kF: 1.772 nm^-1
mean free path: 7.28 nm = 72.8 angstrom
Fermi energy, two valleys: 0.630 eV
scattering time: 6.74 fs
mobility: 62.4 cm^2/Vs
density from counted states / input: 1.0005
D simulated / formula: 1.0013
R rebuilt from random flights: 999 ohm
broadening correction to sigma: 4.9e-05 (relative)
coherence length (rough input): 100 nm
tau_phi/tau: 377
interference estimate: 7.3 percent
kT/EF at 4.2 K: 5.7e-04
kT/EF at 300 K: 0.041
valley splitting (rough input): 0.02 eV
kF*l of split valleys: 12.70, 13.11
Hartree layer with six valleys, common scattering time:
 two-valley subband 1: filling 0.180 eV, share 28.5 percent, 2*E*tau 5.07
 two-valley subband 2: filling 0.016 eV, share 2.5 percent, 2*E*tau 0.44
 four-valley subband 1: filling 0.099 eV, share 69.0 percent, 2*E*tau 2.79
share of electrons in four-valley set: 69.0 percent
same share, finer grid, wider box: 69.0 percent
weight of elliptical valleys: 1.327
rms half-width of electron layer: 0.92 nm
scattering time, six valleys: 9.28 fs
kF of deepest subband: 0.947 nm^-1
mean free path there: 5.36 nm
deepest kF*l / two-valley kF*l: 0.393
```
